Why Heating Can Lower the Chemisorption Probability of a Physisorbed Precursor

**1. What goes wrong if only the reaction is considered**

An oxide film on a two-dimensional semiconductor starts from precursor molecules that react with the surface. The reaction is thermally activated, so a poorly nucleating film seems to call for a hotter wafer. In the example worked out below, heating from 400 K to 550 K raises the reaction rate of a weakly held molecule by a factor of 24. The chance that such a molecule ever reacts nevertheless falls from 0.77 to 0.40.

There is no contradiction. The molecule can also leave the surface, and heating speeds up its departure by a still larger factor. The reaction rate says how soon a waiting molecule reacts. The yield depends on which of two events comes first.

**2. Model and conventions**

A molecule from the gas is caught in a shallow physisorption well and comes to the temperature T of the surface. Two things can then happen to it:

- it desorbs, with rate k_d and barrier E_d;
- it reacts and becomes chemisorbed, with rate k_r and barrier E_r.

Both barriers are measured from the bottom of the physisorption well. Both events are taken as irreversible. The rates have no memory: in a short time dt the probabilities of the two events are k_d dt and k_r dt, however long the molecule has waited. To begin with, every surface site is equally reactive.

The symbol k without a subscript is Boltzmann's constant. The Arrhenius rates are

k_d = ν_d exp(−E_d/kT),  k_r = ν_r exp(−E_r/kT),

with prefactors ν_d and ν_r that do not depend on T until section 6. The barrier difference is written

Δ = E_d − E_r.

The chemisorption probability P refers to a molecule already in the well. If a fraction α of the arriving molecules is trapped there, the probability per arriving molecule is αP.

**3. The probability from two competing rates**

Let S(t) be the probability that the molecule is still physisorbed at time t, with S(0) = 1. It is lost through both channels, so

dS/dt = −(k_r + k_d) S,

S(t) = exp[−(k_r + k_d)t].

The probability of reacting between t and t + dt is the probability of still being there, S(t), times k_r dt. The probability of having reacted by time t is therefore

Y(t) = ∫₀ᵗ k_r exp[−(k_r + k_d)t′] dt′
= [k_r/(k_r + k_d)] {1 − exp[−(k_r + k_d)t]}.

After many lifetimes 1/(k_r + k_d) the exponential has vanished, and

P = k_r/(k_r + k_d).

The same result describes a race. Draw one random waiting time for reaction and one for desorption, each from its own exponential distribution; P is the probability that the reaction time is the shorter. With the example's rates at 475 K, 400 000 such draws gave 0.5689, against 0.5698 from the formula. The difference is about one standard error of the sample.

**4. Temperature dependence**

Divide numerator and denominator of P by k_r and define the ratio R = k_d/k_r:

P = 1/(1 + R),

R = (ν_d/ν_r) exp[−(E_d − E_r)/kT] = (ν_d/ν_r) exp(−Δ/kT).

The two barriers enter through their difference alone. If desorption has no barrier beyond the binding energy, the free molecule lies E_d above the well bottom and the reaction's transition state lies E_r above it. Then Δ > 0 means that the transition state lies below the energy of the free molecule.

To find the slope, take the logarithm of R:

ln R = ln(ν_d/ν_r) − Δ/kT.

The derivative of −1/T is +1/T², so

d ln R/dT = Δ/(kT²), or dR/dT = RΔ/(kT²).

From P = 1/(1 + R),

dP/dR = −1/(1 + R)².

The chain rule gives

dP/dT = −[R/(1 + R)²] Δ/(kT²).

Since 1 − P = R/(1 + R), the bracket equals P(1 − P). Hence

dP/dT = −P(1 − P)(E_d − E_r)/(kT²).

The factors P, 1 − P and kT² are positive, so the sign is decided by the barriers:

- E_d > E_r: heating lowers P at every temperature;
- E_d = E_r: P does not depend on temperature;
- E_d < E_r: heating raises P.

The reason can be read from the separate rates. For each of them d ln k_i/dT = E_i/(kT²), so the rate with the higher barrier grows by the larger factor. The prefactors set the size of P but, while constant, not the direction in which it moves.

Because P/(1 − P) = 1/R, there is also a straight-line form:

ln[P/(1 − P)] = ln(ν_r/ν_d) + Δ/kT.

A plot of the left side against 1/T has slope Δ/k. It yields the barrier difference, not either barrier by itself.

**5. Limits**

Take Δ > 0 first. As T → 0, R → 0 and P → 1: a molecule given unlimited time takes the lower barrier. As kT becomes much larger than Δ, the exponential tends to 1 and

P → ν_r/(ν_r + ν_d).

Desorption usually has the larger prefactor, because a departing molecule gains freedom of motion while a reacting one must adopt a particular arrangement. If ν_d > ν_r, P passes through one half where R = 1, that is, where Δ/kT = ln(ν_d/ν_r):

T_half = Δ/[k ln(ν_d/ν_r)].

So E_d > E_r does not by itself make reaction the likelier outcome. It fixes the sign of the slope; above T_half most molecules desorb.

For Δ < 0, R grows without bound as T → 0, so P starts from zero and rises towards the same high-temperature limit.

The cold limit needs patience. If the available time t is much shorter than the lifetime, the exponential in Y(t) can be expanded to first order:

Y(t) ≈ [k_r/(k_r + k_d)] (k_r + k_d)t = k_r t.

This rises on heating whatever the sign of Δ. The statement about P therefore holds for molecules whose fate has been decided.

**6. Prefactors that change with temperature**

Suppose that ν_d/ν_r is proportional to Tⁿ. Then ln R gains a term n ln T, whose derivative is n/T = nkT/(kT²), and

dP/dT = −P(1 − P)(Δ + nkT)/(kT²).

The condition for P to fall on heating becomes Δ + nkT > 0.

Transition-state theory gives an estimate of n. Each rate is (kT/h)(Q‡/Q) exp(−E/kT), where h is Planck's constant, Q the partition function of the well and Q‡ that of the transition state without the reaction coordinate. In k_d/k_r the factors kT/h and Q cancel, which leaves the ratio of the two Q‡.

At the desorption transition state, two sideways translations and three rotations are free. Assume that the reaction transition state holds five matching coordinates as classical vibrations, and that the temperature dependence of everything else cancels. The momentum integral of each coordinate is proportional to T^(1/2) in both states and cancels. The position integral of a spring with constant c is

∫ exp(−cx²/2kT) dx = (2πkT/c)^(1/2),

which grows as T^(1/2), whereas that of a free coordinate is constant. Each of the five coordinates thus contributes −1/2, and n = −5/2. P now has a minimum where Δ = (5/2)kT, at

T* = 2Δ/(5k).

Above T* heating raises P, although E_d > E_r. The count is an estimate, not a bound. If the reaction coordinate is a stiff bond stretch, a sixth soft vibration may remain at the reaction transition state. It contributes a full factor T that has no partner in desorption, and n becomes −7/2.

If the barriers are instead defined as local Arrhenius slopes, E_i = kT² d ln k_i/dT, their difference already equals Δ + nkT. The slope formula of section 4 then holds at that temperature without correction.

**7. Worked example: trimethylaluminium on functionalised MoS2**

Aluminium oxide can be grown from trimethylaluminium and water. On MoS2 carrying hydroxyl groups, the molecule can react with a hydroxyl and release methane. The following are rough model values, not measured or computed properties:

E_d = 0.60 eV, E_r = 0.40 eV, so Δ = 0.20 eV;
ν_d = 10¹⁴ s⁻¹, ν_r = 10¹² s⁻¹.

At 475 K (about 202 °C), kT = 0.04093 eV. Then

Δ/kT = 0.20/0.04093 = 4.886,
R = 100 × exp(−4.886) = 0.755,
P = 1/1.755 = 0.570.

The slope, with kT² = 0.04093 eV × 475 K = 19.44 eV K, is

dP/dT = −0.570 × 0.430 × 0.20/19.44 = −0.0025 K⁻¹.

Ten kelvin of heating thus costs about 0.025 in probability. Over the wider range:

- 400 K: R = 0.302, P = 0.768;
- 475 K: R = 0.755, P = 0.570;
- 550 K: R = 1.470, P = 0.405.

Between the first and last temperatures k_r grows 24-fold and k_d 115-fold. P crosses one half at T_half = 504 K, and its high-temperature limit is 0.0099.

An inert basal plane shows the opposite case. Keep the other values and raise the reaction barrier to 1.00 eV, so that Δ = −0.40 eV. P is then 9.1 × 10⁻⁸, 5.7 × 10⁻⁷ and 2.2 × 10⁻⁶ at the three temperatures. Heating helps, but from a very low start.

Waiting time is no obstacle here. The physisorbed lifetime is 84 ns at 400 K and 10 ns at 475 K, against a precursor pulse of 0.1 s. The lifetime would equal the pulse at 183 K, and only around and below that temperature does the cold-limit objection of section 5 matter.

**8. Sparse reactive sites**

Now let only a fraction f of the sites be reactive, and let the molecule hop among sites of equal well depth. If it samples them all evenly before reacting or leaving, it spends a fraction f of its time on reactive ones. Its average reaction rate is f k_r, and

P = f k_r/(f k_r + k_d) = f/(f + R).

This amounts to replacing ν_r by fν_r. If f does not depend on temperature, the sign of dP/dT is unchanged.

For f = 0.04, P is 0.117, 0.050 and 0.026 at 400, 475 and 550 K. To test the assumption of even sampling, the hopping equations were solved on a periodic triangular lattice with one reactive site among 25, a hop barrier of 0.10 eV and a hop prefactor of 10¹² s⁻¹. The results agreed with the formula to better than 1 % at all three temperatures. The agreement rests on fast hopping: at 475 K a molecule makes about 2000 hops in a mean desorption time.

The relative fall is steeper than on the uniform surface, a factor of 4.4 instead of 1.9. When R is much larger than f, P ≈ f/R, and P takes up nearly the whole growth of R, which is a factor of 4.9 here. On the uniform surface P is not small, and the 1 in 1 + R softens the change.

**9. Why a long pulse can hide the effect**

P describes one molecule; a coverage results from many arrivals. At pressure p the gas density is p/kT. The mean inward velocity, counting outward-moving molecules as zero, is (kT/2πm)^(1/2) for molecular mass m. Their product is the flux

F = p/(2πmkT)^(1/2).

Let A be the area per site, and now let f be the fraction of sites not yet used. Assume that every arriving molecule is trapped, that used sites still allow physisorption, and that hopping is fast. Each arrival then uses a site with probability f/(f + R), so

df/dt = −FA f/(f + R).

Separate the variables and integrate from f = 1:

FA t = ∫_f^1 (1 + R/f′) df′ = (1 − f) + R ln(1/f).

Take p = 0.1 Torr, gas at the surface temperature, and A = 0.0887 nm², the area of one MoS2 surface cell for a lattice constant rounded to 0.32 nm (the measured 0.316 nm gives 0.0865 nm²). At 475 K there are FA = 1.68 × 10⁴ arrivals per site per second. Filling 95 % of the sites (f = 0.05) takes

t = [0.95 + 0.755 × ln 20]/(1.68 × 10⁴ s⁻¹) = 0.19 ms.

At the same pressure the time is 0.10 ms at 400 K and 0.34 ms at 550 K. Heating slows the filling, but all three times are far below 0.1 s. With these values a long pulse saturates the reactive surface at each temperature, and the fall in P shows in the uptake before saturation, not in the final coverage. These times assume that the precursor pressure at the surface stays at 0.1 Torr. If the precursor must diffuse through about 1 Torr of stagnant nitrogen, supply limits the uptake: filling takes roughly 2 ms at all three temperatures, and the early uptake differs between 400 and 550 K by a factor of about 1.3 instead of 2.2. On the inert plane the same formula gives 312 s at 475 K, so a 0.1 s pulse leaves it almost bare.

The physisorbed layer stays dilute: arrivals times lifetime give 1.7 × 10⁻⁴ molecules per site on the fresh surface at 475 K. Once the sites are used, the lifetime rises to 1/k_d, and the number is 4 × 10⁻⁴ at 475 K and 0.007 at 400 K. This supports treating the molecules as independent at the temperatures of the example. Further cooling ends this: on used sites the number reaches 0.1 near 350 K and 1 near 310 K if the gas is counted as single molecules. Real trimethylaluminium increasingly pairs into dimers at such temperatures, so these two figures are only indicative.

**10. The model beside a real surface**

The three temperatures are 127, 202 and 277 °C, and aluminium oxide can be grown from trimethylaluminium and water at all of them. The barriers are uncertain. At 475 K, changing Δ from 0.20 eV to 0.15 or 0.25 eV moves P from 0.57 to 0.28 or 0.82. The prefactors are uncertain too. If the free motions counted in section 6 are set against five vibrations of 50 to 100 cm⁻¹, counted from their zero-point level and with a rotational symmetry number of 6 for the molecule, ν_d/ν_r at 475 K comes out at roughly 2 × 10³ to 4 × 10⁴ instead of 100. P at 475 K would then be only about 0.06 to 0.003, and filling 95 % of the sites would take about 3 to 60 ms at that temperature. At the upper end of this range it would take about 0.1 s at 550 K, so a 0.1 s pulse would no longer be safely long enough to saturate the surface. The estimate depends on these conventions: purely classical vibrations raise the range to about 3 × 10³ to 9 × 10⁴, with filling at the upper end taking about 0.12 s already at 475 K, and a symmetry number of 3 doubles the ratio again. With constant prefactors none of these changes alters the sign of the trend. The same counting, however, makes the prefactor ratio depend on temperature, and P then falls over the whole range up to 550 K only if Δ exceeds about 0.12 eV (n = −5/2) or 0.17 eV (n = −7/2). The sign is a firmer prediction than the value of P only when Δ is known to lie above these thresholds. A real MoS2 surface may also not be uniformly reactive: with 4 % reactive sites, P at 475 K drops from 0.57 to 0.05. The filling times are rough as well, because a trimethylaluminium molecule covers more than one surface cell and some arriving molecules may bounce off.

For Δ = 0.20 eV and a prefactor ratio of 100 at 475 K, two further corrections, taken one at a time, change the size of the effect but not its direction.

- **Prefactors.** Take n = −5/2 and keep ν_d/ν_r = 100 at 475 K. P becomes 0.68, 0.57 and 0.50 at the three temperatures, a fall about half as large as before. The effective barrier difference at 475 K is 0.098 eV, and the trend reverses at T* = 928 K. With n = −7/2 the reversal would come at 5/7 of that, about 663 K, still above the range considered. With Δ = 0.15 eV as well, it would come at about 497 K, inside the range, so the sign is not certain when both Δ and n are in doubt.
- **Tunnelling.** The reaction transfers a proton, which can pass through the barrier as well as over it. For a parabolic barrier with an assumed imaginary frequency of 1000 cm⁻¹, the thermally averaged transmission raises k_r by factors of 1.85, 1.52 and 1.35. P becomes 0.86, 0.67 and 0.48. The enhancement is largest in the cold, so R = k_d/k_r grows more on heating, by a factor of 6.6 between 400 and 550 K instead of 4.9, and P still falls. Because P itself is now higher, the fall in P is not larger by every measure: from 0.86 to 0.48 is a factor of 1.8, against 1.9 without tunnelling.

A rule for choosing the temperature follows, with its conditions. If the dose is too short to saturate the surface, if the reactive sites themselves do not change with temperature, and if Δ + nkT is positive, a cooler surface captures a larger share of the physisorbed molecules, provided that they have time to react and that their layer stays dilute. Where Δ + nkT is negative, as on the inert plane, heating raises the share, but creating reactive sites can matter far more: at 475 K the step from the inert to the fully reactive surface changes P by a factor of a million. The remaining values are in the numerical output.

Calculated quantities

```
desorption, reaction barriers: 0.60, 0.40 eV
desorption, reaction prefactors: 1.0e+14, 1.0e+12 1/s
barrier difference: 0.20 eV
--- T = 400 K, kB*T = 0.03447 eV
reaction rate, desorption rate: 9.125e+06, 2.756e+06 1/s
ratio k_d/k_r: 0.3021; lifetime: 84.17 ns
chemisorption probability P: 0.7680
P with T-dependent prefactors: 0.6830
tunnelling factor, P with it: 1.846, 0.8594
P sparse sites, network: 0.11692
P sparse sites, formula: 0.11693
P on inert plane: 9.125e-08
time to fill 95% of sites: 0.1011 ms
--- T = 475 K, kB*T = 0.04093 eV
reaction rate, desorption rate: 5.701e+07, 4.305e+07 1/s
ratio k_d/k_r: 0.7551; lifetime: 9.99 ns
chemisorption probability P: 0.5698
P with T-dependent prefactors: 0.5698
tunnelling factor, P with it: 1.517, 0.6677
P sparse sites, network: 0.05028
P sparse sites, formula: 0.05031
P on inert plane: 5.701e-07
time to fill 95% of sites: 0.1908 ms
--- T = 550 K, kB*T = 0.04740 eV
reaction rate, desorption rate: 2.161e+08, 3.177e+08 1/s
ratio k_d/k_r: 1.4701; lifetime: 1.87 ns
chemisorption probability P: 0.4048
P with T-dependent prefactors: 0.4953
tunnelling factor, P with it: 1.354, 0.4795
P sparse sites, network: 0.02644
P sparse sites, formula: 0.02649
P on inert plane: 2.161e-06
time to fill 95% of sites: 0.3422 ms
--- further results
P sampled at 475 K: 0.5689 (400000 trials)
dP/dT at 475 K: -2.522e-03 1/K
barrier difference from log-odds: 0.2000 eV
temperature where P = 1/2: 504.0 K
high-temperature limit of P: 0.0099
P at 475 K, difference 0.15 eV: 0.2808
P at 475 K, difference 0.25 eV: 0.8179
prefactor-ratio exponent n: -2.5
effective difference at 475 K: 0.0977 eV
trend reversal temperature: 928.4 K
imaginary mode: 1000 1/cm
pulse: 0.1 s; lifetime equals pulse at 183.3 K
reactive site fraction, sparse case: 0.040
hop barrier: 0.10 eV; hop prefactor: 1.0e+12 1/s
hops per desorption time at 475 K: 2019
inert-plane reaction barrier: 1.00 eV
pressure: 0.1 Torr; site area: 0.0887 nm2
arrivals per site at 475 K: 1.683e+04 1/s
physisorbed molecules per site: 1.68e-04
inert plane, time to fill 95% at 475 K: 312 s
```
